# Energy width of ions crossing a fixed-width radiofrequency sheath

A planar sheath occupies $0<x<s$ between a plasma and an electrode, with $s$ constant in time. A singly charged positive ion of mass $M$ enters at $x=0$ with speed $u$ and strikes the electrode at $x=s$ without colliding with the gas. The field pointing towards the electrode is

$$E(x,t)=E_0(x)+E_1(x)\cos\theta,\qquad \theta=\omega t+\varphi ,$$

where $t$ is counted from the ion's entry and $\varphi$ is the rf phase at entry. All ions have the same entry speed, and all phases $\varphi$ occur. We take $0\le E_1\le E_0$, so the force never reverses and every ion reaches the electrode.

The algebra is in atomic units, with elementary charge $e=1$; $e$ is restored in the main result. The full energy width $\Delta E$ is the highest impact energy minus the lowest. The mean sheath voltage is $V_0=\int_0^s E_0\,dx$, and the speed $v$ defined by

$$\tfrac12Mv^2=\tfrac12Mu^2+V_0$$

is the impact speed in the mean field alone.

## (a) The work done by the oscillating field

**Express the impact energy $K$ through the work done by the oscillating field.**

Let $w(t)=dx/dt$ be the actual speed of the ion. Newton's law is $M\,dw/dt=E_0(x)+E_1(x)\cos\theta$. Multiplying by $w$ gives

$$\frac{d}{dt}\left(\tfrac12Mw^2\right)=E_0(x)\,w+E_1(x)\,w\cos\theta .$$

Integrate from entry to impact at time $t_i$. Since $w\,dt=dx$, the first term on the right gives $V_0$, whatever the timing of the motion. Hence

$$K=\tfrac12Mv^2+W,\qquad W=\int_0^{t_i}G\cos\theta\,dt,\qquad G=E_1(x(t))\,w(t).$$

Within the model this is an identity, because $x(t)$ is the true path. All dependence of the impact energy on phase is contained in $W$.

## (b) Many cycles during the crossing

**Suppose the fields and the mean ion speed change little in one rf cycle, and that $E_1(0)u\ll E_1(s)v$. Find the full energy width.**

Because $\cos\theta=\omega^{-1}\,d(\sin\theta)/dt$, integration by parts gives

$$W=\frac{E_1(s)\,w_i\sin\psi-E_1(0)\,u\sin\varphi}{\omega}-\frac1\omega\int_0^{t_i}\sin\theta\,\frac{dG}{dt}\,dt ,$$

where $w_i$ is the actual impact speed and $\psi=\omega t_i+\varphi$ is the rf phase at arrival.

The remaining integral must be shown to be small even though $G$ contains the ion's own rapid oscillation. Differentiating and using Newton's law,

$$\frac{dG}{dt}=E_1'w^2+\frac{E_1E_0}{M}+\frac{E_1^2}{M}\cos\theta ,$$

with $E_1'=dE_1/dx$. When $E_1$ varies slowly, the oscillating part of the acceleration, $E_1\cos\theta/M$, integrates to a speed ripple. Thus $w\simeq\bar w+(E_1/M\omega)\sin\theta$, where $\bar w$ is smooth. The contributions to the integral are then of three kinds.

- A smooth factor times $\sin\theta$ can be integrated by parts again, which supplies another $1/\omega$.
- The last term contains $\sin\theta\cos\theta=\tfrac12\sin2\theta$ and gains another $1/\omega$ in the same way.
- The ripple in $w^2$ gives $2E_1'\bar w(E_1/M\omega)\sin^2\theta$. Its average is not zero, but it already carries the extra $1/\omega$.

Including the prefactor, the last term of $W$ is therefore of order $\omega^{-2}$ if the fields vary slowly everywhere, entrance included, while the boundary terms are of order $\omega^{-1}$. In the boundary term $w_i$ may be replaced by $v$, since the two differ by a quantity of order $1/\omega$. Dropping the entrance term as assumed,

$$W\simeq\frac{E_1(s)\,v}{\omega}\sin\psi .$$

It remains to show that $\sin\psi$ reaches both $+1$ and $-1$. The arrival phase is a continuous function of $\varphi$, because no ion is turned back. Shifting $\varphi$ by $2\pi$ leaves the motion unchanged and shifts $\psi$ by $2\pi$. A continuous function that advances by $2\pi$ takes every value in between, so every arrival phase occurs. This holds even if the arrivals are bunched. The energies thus extend from $-E_1(s)v/\omega$ to $+E_1(s)v/\omega$ about $\tfrac12Mv^2$, and with $e$ restored

$$\boxed{\Delta E=\frac{2eE_1v}{\omega}},\qquad E_1\equiv E_1(s).$$

Gains and losses in successive half-cycles nearly cancel in the interior, and what survives is set by the phase at which the electrode interrupts the last cycle. This is why only the field at the electrode enters at leading order. The highest energy belongs to $\psi=90^\circ$: the oscillating field has just completed its accelerating half-cycle and is passing through zero.

## (c) When the entrance matters

**Let $E_0$ and $E_1$ both be uniform, with $E_1$ weak. How does the width depend on the number of cycles in the crossing?**

Now $E_1(0)=E_1(s)=E_1$, and the entrance term must be kept. For a weak oscillating field the transit time $T$ is that of the mean motion, so $\psi=\varphi+\omega T$ and

$$W\simeq\frac{E_1}{\omega}\left[v\sin(\varphi+\omega T)-u\sin\varphi\right].$$

If $\omega T$ is a whole number of turns, the bracket is $(v-u)\sin\varphi$. If there is an extra half turn, it is $-(v+u)\sin\varphi$. The width is respectively

$$\Delta E=\frac{2E_1(v-u)}{\omega}\qquad\text{or}\qquad\Delta E=\frac{2E_1(v+u)}{\omega}.$$

For other transit times the sum of two sinusoids has amplitude $(E_1/\omega)\sqrt{v^2+u^2-2uv\cos\omega T}$. The width is twice this amplitude and lies between the two values above. The boxed result is therefore not guaranteed by many cycles alone: with a uniform oscillating field it also needs $u\ll v$.

Integrated trajectories with $v=2u$ and $E_1/E_0=0.013$ test the two extremes. For 20 and 20.5 cycles, the ratio of the computed width to the corresponding expression is 1.0000 in both cases.

## (d) The next correction

**For a weak oscillating field and a negligible entrance contribution, find the first correction to the width. Evaluate it for ions starting from rest in fields proportional to $x^{1/3}$.**

To first order in $E_1$, the work can be evaluated on the orbit in the mean field, so that $G(t)$ is a smooth function common to all ions. Then

$$W=\mathrm{Re}\left[e^{i\varphi}C\right],\qquad C=\int_0^TG\,e^{i\omega t}\,dt .$$

As $\varphi$ runs through a cycle, $W$ runs between $-|C|$ and $|C|$, so $\Delta E=2|C|$. Three integrations by parts, keeping the terms at the electrode, give

$$C\simeq e^{i\omega T}\left[\frac{G}{i\omega}-\frac{\dot G}{(i\omega)^2}+\frac{\ddot G}{(i\omega)^3}\right]
=\frac{Ge^{i\omega T}}{i\omega}\left[1+\frac{i\dot G}{\omega G}-\frac{\ddot G}{\omega^2G}\right],$$

with $G$ and its time derivatives taken at $t=T$. The squared modulus of the last bracket is $1-2\ddot G/(\omega^2G)+\dot G^2/(\omega G)^2$ up to order $\omega^{-2}$. Its square root gives

$$\Delta E\simeq\frac{2E_1v}{\omega}\left\{1+\frac1{\omega^2}\left[\frac12\left(\frac{\dot G}{G}\right)^2-\frac{\ddot G}{G}\right]\right\}.$$

There is no correction of relative order $1/\omega$, because the first-derivative term is a quarter cycle out of phase with the leading one.

The $x^{1/3}$ profile is the Child-law field. A steady flux of ions starting from rest has a density proportional to $1/\text{speed}$; with no electrons in the sheath, this density must be proportional to $dE_0/dx$. If $E_0\propto x^{1/3}$, the potential drop up to $x$ is $V_0(x/s)^{4/3}$ and the speed is $v(x/s)^{2/3}$. Its inverse goes as $x^{-2/3}$, as does $dE_0/dx$, so the profile is consistent.

The orbit follows from $dx/dt=v(x/s)^{2/3}$. Separating variables and integrating from $x=0$,

$$3s\left(\frac xs\right)^{1/3}=vt,\qquad\text{so}\qquad \frac xs=\left(\frac tT\right)^3,\qquad T=\frac{3s}{v}.$$

If $E_1$ has the same shape, $G\propto(x/s)^{1/3}(x/s)^{2/3}=(t/T)^3$. At $t=T$ this gives $\dot G/G=3/T$ and $\ddot G/G=6/T^2$. The square bracket is $(9/2-6)/T^2=-3/(2T^2)$, hence

$$\Delta E\simeq\frac{2E_1v}{\omega}\left[1-\frac{3}{2(\omega T)^2}\right].$$

At the entrance $G$, $\dot G$ and $\ddot G$ all vanish, so that end contributes only at relative order $(\omega T)^{-3}$. Direct quadrature of $C$ at $\omega T=400$ gives a coefficient of 1.513 instead of 1.5. The difference is within the possible entrance contribution of $6/(\omega T)=0.015$.

## (e) The same result from the spread of speeds

**Find the spread of impact speeds, and explain why fast ions have a larger energy width.**

By the ripple found in (b), the impact speed swings between about $v-q$ and $v+q$, where

$$q=\frac{E_1}{M\omega}$$

is the quiver speed at the electrode. The energy difference is

$$\tfrac12M\left[(v+q)^2-(v-q)^2\right]=2Mvq=\frac{2E_1v}{\omega}.$$

The terms in $v^2$ and $q^2$ cancel. The rf field changes the speed by an amount that does not depend on $v$, but the same change of speed is worth more energy to a faster ion. The picture requires $q\ll v$.

## (f) Width in terms of voltages, and the slow-field limit

**Take $E_0$ and $E_1$ proportional to $x^{1/3}$, with rf voltage amplitude $V_1$. Express the width through $V_1$, and compare it with the limit of very low frequency.**

Write $E_1(x)=E_1(s)(x/s)^{1/3}$. This shape is prescribed, not derived from the charges in the sheath; part (i) states its limit. The voltage amplitude is

$$V_1=\int_0^sE_1(x)\,dx=\tfrac34E_1(s)\,s,\qquad\text{so}\qquad E_1(s)=\frac{4V_1}{3s}.$$

Substituting, with $e$ restored,

$$\Delta E=\frac{8eV_1v}{3\omega s}.$$

At fixed voltages, sheath width, frequency and entry energy, $v\propto M^{-1/2}$ and therefore $\Delta E\propto M^{-1/2}$.

In the opposite limit, each ion crosses before the field changes. It then falls through the voltage $V_0+V_1\cos\varphi$ present at its entry, and the width is

$$\Delta E=2eV_1\qquad(\omega\to0).$$

This is also a ceiling at any frequency. Since $w\,dt=dx$, the work is $W=\int_0^sE_1\cos\theta\,dx$, and with $E_1\ge0$ its magnitude cannot exceed $V_1$; the width therefore cannot exceed $2eV_1$. The many-cycle expression grows without bound as $\omega$ falls and must fail there. The two expressions are equal when $4v/(3\omega s)=1$, that is, at $\omega T=4$ with $T=3s/v$. This marks the changeover between the regimes; it is not a point at which either expression is accurate.

## (g) Argon ions at 13.56 MHz

**Evaluate the width for Ar$^+$ with $s=5.0$ mm, $V_0=V_1=300$ V and an entry energy of 1.5 eV, which is half of an electron temperature of 3 eV. Compare it with integrated trajectories.**

The entry speed is $2.692\times10^5$ cm/s. The impact energy in the mean field is $301.5$ eV, so

$$v=2.692\times10^5\sqrt{\frac{301.5}{1.5}}=3.816\times10^6\ \text{cm/s}.$$

The rf field at the electrode is $E_1=4(300\ \text{V})/(3\times0.50\ \text{cm})=800$ V/cm. With $\omega=8.520\times10^7$ rad/s,

$$\Delta E=\frac{2(800)(3.816\times10^6)}{8.520\times10^7}\ \text{eV}=71.7\ \text{eV}=2.63\ \text{hartree}.$$

The trajectories, computed for 720 equally spaced entry phases without the many-cycle approximation, end between 266.7 and 337.5 eV. Their width is 70.8 eV, and the formula is about 1% above it. The sine of the arrival phase is 0.996 at the highest energy and $-0.997$ at the lowest, as (b) requires. The quiver speed is $2.27\times10^5$ cm/s, about 6% of $v$; half the computed swing of impact speed is $2.24\times10^5$ cm/s.

In the mean field the crossing takes 4.14 cycles, so $\omega T=26$. The change per cycle is not small here: one cycle before impact the mean speed is about two thirds of $v$. The formula still holds closely because the expansion runs in $1/(\omega T)$ and its first-order term drops out of the width, as shown in (d). The correction from (d) would be $-1.5/26^2$, or $-0.2\%$, which is smaller than the 1% difference. That correction assumes a weak oscillating field and a start from rest, and neither holds here. In addition, for $u>0$ the slope of $x^{1/3}$ is infinite at the entrance, where the slow-variation assumption fails. Close to the entrance $x\simeq ut$, so $G\simeq E_1(s)\,u\,(ut/s)^{1/3}$. This end then adds a term whose size relative to the leading one is about $\Gamma(4/3)(u/v)(u/\omega s)^{1/3}=0.012$, with a sign that depends on the transit time. It is large enough to account for the 1% difference, and relative to the leading term it falls only as $\omega^{-1/3}$.

With all other settings held fixed, a change of frequency gives:

| Frequency (MHz) | Cycles | Computed (eV) | Formula (eV) |
|---:|---:|---:|---:|
| 0.50 | 0.15 | 569 | 1944 |
| 2.00 | 0.61 | 433 | 486 |
| 13.56 | 4.14 | 70.8 | 71.7 |
| 54.24 | 16.58 | 18.0 | 17.9 |

At 0.5 MHz the computed width is close to the slow-field value of 600 eV, and the formula is more than three times too large. At 2 MHz the formula is 12% above the computed width, although the crossing in the mean field takes less than one cycle. This moderate error lies near the changeover and does not justify the many-cycle argument there. At 13.56 MHz, an ion four times as heavy has 0.504 times the computed width, against the predicted factor of one half.

## (h) Where the ions lie within the width

**Describe the spectrum between its end points.**

The impact energy is a smooth periodic function of entry phase, so its derivative vanishes at the highest and lowest energies. A given small range of phase then covers very little energy, and ions crowd towards both ends. If arrival phases were uniform and $W\propto\sin\psi$, the lowest and highest tenths of the range would correspond to $|\sin\psi|>0.8$. Together they would hold

$$1-\frac2\pi\arcsin0.8=0.410$$

of the ions, half of it at each end. A flat spectrum would give 0.2 in total.

The argon trajectories put 0.235 of the ions in the lowest tenth and 0.151 in the highest, or 0.386 together. The crowding is clear, but it is not symmetric. Uneven arrival phases are a likely cause: with $V_1=V_0$ the field falls to zero once per cycle, and ions entering at different phases are delayed by different amounts. Such bunching changes the weights of the two peaks but, by the argument in (b), not the leading-order width. Which peak is larger is not a general property; it depends on the transit time. At 12.5 MHz the two fractions are about 0.14 and 0.35, and at 13.56 MHz with an entry energy of 3 eV they are about 0.15 and 0.26.

## (i) A real discharge

**Set the example beside a real plasma reactor and estimate the effect of the main omissions.**

The parameters are rough values for a capacitively coupled argon discharge of the kind used in etching: 13.56 MHz, a sheath of some millimetres and a few hundred volts. A gas pressure of 5 mTorr is towards the low end for such reactors. The plasma density can be checked from the Child-law current density. The ion charge density at the electrode is $\varepsilon_0\,dE_0/dx=4\varepsilon_0V_0/(9s^2)$ in SI form; multiplied by the impact speed for a start from rest, it gives 0.180 mA/cm². Dividing by $e$ and the entry speed gives $4.2\times10^9$ cm$^{-3}$ at the sheath edge. This is a low estimate, because the Child law used here leaves out electrons. In a real rf sheath they cancel part of the ion charge during each cycle, so the same width and mean voltage require more ions, and the density can be more than twice as large. Real sheaths break the fixed-width assumption, because the electron edge sweeps back and forth in each cycle. The prescribed shape of $E_1$ is an idealisation for the same reason. In a fixed sheath without electrons, Gauss's law would require the ion density to rise and fall in phase with the field, by its full mean value when $V_1=V_0$, and the ions do not respond in that way. In a real sheath the moving electrons supply most of the oscillating charge. With the shape of the ion-charge profile held fixed, letting the edge move raises the example's width by about 20%, as estimated next.

For a moving edge, take the field

$$E(x,t)=F\max\left[0,\ \left(\frac xs\right)^{1/3}-\frac{1-\cos\theta}{2}\right],$$

which vanishes on the plasma side of the electron front. The maximum width is still 5 mm, and $F$ is chosen to keep the mean voltage at 300 V. The shape of the ion-charge profile is held fixed, not solved again, so this is an estimate of size. At $x=s$ the field is $F(1+\cos\theta)/2$, whose oscillating amplitude is $F/2=942$ V/cm. The peak sheath voltage is 707 V, compared with 600 V in the fixed-width case.

The computed width rises from 70.8 to 85.3 eV. Using 942 V/cm for $E_1$, the formula gives 84.4 eV, within about 1% of the trajectories. In this example the relation between width and electrode field survives the moving edge; the main change is in the electrode field that belongs to a given mean voltage.

Collisions matter as well. For a rough cross section of $5\times10^{-15}$ cm² at 5 mTorr and 300 K, the mean free path is 12.4 mm. The fraction of ions crossing without a collision is $e^{-5.0/12.4}=0.67$; a cross section twice as large would lower it to 0.45. The derived width describes these ions; the rest can arrive with energies well below the range found in (g). A spread of entry energies of order 1.5 eV is itself only about 2% of the width. It also spreads the crossing times, however, and so could change how the ions are distributed within the width.

Raising the frequency narrows the spectrum as $1/\omega$ if $E_1$ and $v$ are held fixed. In a working reactor a change of frequency generally alters the voltages and the sheath width too, so their new values must be used. The remaining computed values are in the numerical output.

## Computed results

```
Uniform field, width/formula, entrance term subtracting: 1.0000
Uniform field, width/formula, entrance term adding: 1.0000
Cubic work rate, coefficient of -1/(omega T)^2: 1.513
Ion mass: 39.948 u
Frequency: 13.56 MHz
Angular frequency: 8.5200e+07 rad/s
Sheath width: 5.0 mm
Mean sheath voltage: 300 V
Rf voltage amplitude: 300 V
Electron temperature: 3.0 eV
Ion entry energy: 1.50 eV
Ion entry speed: 2.692e+05 cm/s
Impact speed v: 3.8163e+06 cm/s
Rf field amplitude at electrode: 800.0 V/cm
Rf cycles during crossing: 4.14
Quiver speed from formula: 2.268e+05 cm/s
Half swing of computed impact speed: 2.243e+05 cm/s
Middle of computed impact speeds: 3.8134e+06 cm/s
Energy width from formula: 71.67 eV
Energy width from formula: 2.6337 hartree
Energy width from trajectories: 70.82 eV
Lowest impact energy: 266.67 eV
Highest impact energy: 337.49 eV
Sine of arrival phase at highest energy: 0.9960
Sine of arrival phase at lowest energy: -0.9965
Ion fraction in lowest tenth of range: 0.235
Ion fraction in highest tenth of range: 0.151
Both tenths together, arcsine law: 0.410
Width ratio for four times the mass: 0.5044
Scan 0.50 MHz: 0.15 cycles, computed 568.95 eV, formula 1943.62 eV
Scan 2.00 MHz: 0.61 cycles, computed 432.70 eV, formula 485.91 eV
Scan 13.56 MHz: 4.14 cycles, computed 70.82 eV, formula 71.67 eV
Scan 54.24 MHz: 16.58 cycles, computed 18.04 eV, formula 17.92 eV
Moving edge, peak sheath voltage: 706.7 V
Moving edge, rf field at electrode: 942.3 V/cm
Moving edge, width from trajectories: 85.26 eV
Moving edge, width from formula: 84.42 eV
Moving edge / fixed width, computed widths: 1.204
Gas pressure: 5.0 mTorr
Gas temperature: 300 K
Rough collision cross section: 5.0e-15 cm2
Ion mean free path: 12.4 mm
Fraction crossing without collision: 0.669
Half electron temperature / energy width: 0.0209
Child-law ion current density: 0.180 mA/cm2
Implied sheath-edge plasma density: 4.17e+09 cm^-3
```
